# The Rate Window of a Double-Boxcar Deep-Level Transient Measurement

## Problem

A reverse-biased n-type diode contains electron traps. A short filling pulse loads them with electrons. After the pulse the traps emit these electrons into the conduction band, and the capacitance relaxes. A double boxcar records the capacitance at $t_1=1$ ms and $t_2=10$ ms after the end of the pulse and forms the difference $C(t_2)-C(t_1)$. The measurement is repeated while the temperature is slowly changed.

(a) Relate the difference to the emission rate $e$ of the traps.

(b) Show that it is largest when $e$ is about 256 per second, and that there is no other maximum.

(c) Explain why a peak in temperature marks this rate, and find the peak temperature for the germanium diode described in part (c) of the solution.

Assume that the emission is a single exponential, that the gates are narrow, and that the traps are dilute compared with the doping.

## Hints

1. At fixed temperature the capacitance has no peak in time. The quantity to vary is $e$, with both sampling times held fixed.
2. At very small $e$ little has been emitted by either gate. At very large $e$ nearly everything has been emitted before the first gate. What is the difference in each case?
3. After differentiating, take out a positive factor, so that the sign of the slope rests on one simple bracket.
4. For the temperature peak, use the chain rule.

## Solution

### (a) From trapped charge to signal

Let $n(t)$ be the density of filled traps and $N_T$ the total trap density. Each filled trap has probability $e$ per unit time of emitting, and recapture is neglected because the depletion layer holds few free electrons. Then

$$\frac{dn}{dt}=-e\,n,\qquad n(t)=N_T\,\mathrm{e}^{-et},$$

with all traps filled at $t=0$. (The upright $\mathrm{e}$ is the base of the exponential, the italic $e$ the emission rate, and $q$ the elementary charge.)

Next we need the capacitance. The junction is taken as one-sided, so that nearly all the voltage falls across the n-type layer. Let $x$ be the depth from the junction, $W$ the depletion width, and $N$ the net positive charge density, divided by $q$, when the traps are empty. The traps are taken to be acceptors, neutral when empty and negative when filled, so the charge density is $\rho=q(N-n)$. Poisson's equation is $\phi''=-\rho/\varepsilon$, and the field vanishes at $x=W$. One integration gives $\phi'(x)=\frac1\varepsilon\int_x^W\rho\,dx'$. A second one, with the order of integration exchanged, gives the total voltage across the layer:

$$V=\frac1\varepsilon\int_0^W x\,\rho(x)\,dx .$$

For uniform $n$ this is $V=q(N-n)W^2/2\varepsilon$. The capacitance is measured at a frequency too high for the traps to follow, so that $C=\varepsilon A/W$ for a diode of area $A$. At fixed $V$,

$$C(t)=C\sqrt{1-\frac{n(t)}{N}}\simeq C\left[1-\frac{n(t)}{2N}\right],$$

where $C$ without an argument is the value with empty traps. The last form holds to first order in $n/N$. Filled traps cancel part of the positive charge, so the layer must widen to carry the same voltage, and the capacitance falls. As the traps empty, it rises again. The later reading is therefore the larger one, and

$$\frac{C(t_2)-C(t_1)}{C}=\frac{N_T}{2N}\,S(e),\qquad S(e)=\mathrm{e}^{-et_1}-\mathrm{e}^{-et_2}.$$

The steady capacitance has cancelled in the difference.

### (b) The maximum

For $e\,t_2\ll1$ we have $S\simeq e(t_2-t_1)$, which goes to zero with $e$. For $e\,t_1\gg1$ both exponentials are small, and $S$ goes to zero again. Since $S>0$ in between, there is at least one maximum. The slope is

$$S'(e)=-t_1\mathrm{e}^{-et_1}+t_2\mathrm{e}^{-et_2}
=t_1\mathrm{e}^{-et_2}\left[\frac{t_2}{t_1}-\mathrm{e}^{e(t_2-t_1)}\right].$$

The factor in front is positive. The bracket starts at $t_2/t_1-1>0$ for $e=0$ and decreases steadily, so it crosses zero once, from positive to negative. That crossing is the one maximum. Setting the bracket to zero and taking the logarithm,

$$e^*=\frac{\ln(t_2/t_1)}{t_2-t_1}=\frac{\ln 10}{9\times10^{-3}\ \mathrm{s}}=255.84\ \mathrm{s^{-1}},$$

which is about 256 per second, as was to be shown. A direct numerical integration of the rate equation, followed by a search for the largest difference, also gives 255.84 per second. The corresponding time constant is $1/e^*=3.909$ ms, which lies between the two gates.

For the height, put $r=t_2/t_1$. Then $e^*t_1=\ln r/(r-1)$, so $\mathrm{e}^{-e^*t_1}=r^{-1/(r-1)}$. The zero of the slope gives $\mathrm{e}^{-e^*t_2}=\mathrm{e}^{-e^*t_1}/r$. Hence

$$S^*=r^{-1/(r-1)}\left(1-\frac1r\right)=0.7743-0.0774=0.697 .$$

At the peak, 77% of the traps are still filled at the first gate and 8% at the second. The difference captures about 70% of the full transient.

The second derivative is $S''=t_1^2\mathrm{e}^{-et_1}-t_2^2\mathrm{e}^{-et_2}$. At $e^*$ we may replace $t_2\mathrm{e}^{-e^*t_2}$ by $t_1\mathrm{e}^{-e^*t_1}$, which gives

$$S''(e^*)=-t_1(t_2-t_1)\,\mathrm{e}^{-e^*t_1}=-t_1t_2\,S^*=-6.97\times10^{-6}\ \mathrm{s^2}.$$

The peak is broad. The signal is $S=0.683$ at 200 per second and $0.691$ at 300 per second, within 2% of the maximum. At 100 and 600 per second it is still 0.537 and 0.546, a little under four fifths of the maximum.

### (c) The peak in temperature

In equilibrium, emission from filled traps balances capture by empty ones. Let $f$ be the filled fraction, $\sigma$ the capture cross-section, $v$ the mean thermal speed and $n_c$ the density of conduction electrons. Then $e f=\sigma v n_c(1-f)$. For a trap at energy $E$ below the band edge $E_c$, with Fermi level $E_F$ and no extra degeneracy factor,

$$\frac{1-f}{f}=\mathrm{e}^{(E_c-E-E_F)/kT},\qquad n_c=N_c\,\mathrm{e}^{-(E_c-E_F)/kT},$$

where $N_c$ is the effective density of band states and the electron gas is dilute. The Fermi level cancels in the product:

$$e(T)=\sigma v N_c\,\mathrm{e}^{-E/kT}.$$

With $\sigma$ constant, $v\propto T^{1/2}$ and $N_c\propto T^{3/2}$, so

$$\frac{d\ln e}{dT}=\frac1T\left(\frac{E}{kT}+2\right)>0 .$$

If the amplitude $CN_T/2N$ does not depend on temperature, the signal varies as $dS/dT=S'(e)\,de/dT$. Since $de/dT>0$, the temperature peak lies where $S'(e)=0$, which is where $e(T)=e^*$. The gates set the rate, and the trap decides at which temperature that rate is reached.

**The germanium diode.** Take a model acceptor with $E=0.25$ eV and $\sigma=10^{-15}$ cm², trap density $10^{12}$ cm⁻³, net doping $10^{14}$ cm⁻³, reverse bias 5.0 V, built-in voltage 0.5 V and area 1.0 mm². Germanium has four conduction valleys. With rough masses of 1.60 and 0.08 electron masses along and across a valley, the density mass per valley is $(1.60\times0.08^2)^{1/3}=0.217$ electron masses. We use it in $N_c$ and, as an approximation, also in $v=\sqrt{8kT/\pi m}$.

The condition $e(T)=e^*$ is solved numerically and gives $T=150.6$ K. There $kT=12.98$ meV, $v=1.636\times10^7$ cm/s and $N_c=3.614\times10^{18}$ cm⁻³, so

$$e=(10^{-15})(1.636\times10^{7})(3.614\times10^{18})\,\mathrm{e}^{-250/12.98}\ \mathrm{s^{-1}}\simeq256\ \mathrm{s^{-1}}.$$

The slope is $(19.26+2)/150.6$ per kelvin, or 14% per kelvin. A thermometer error of 1 K thus matters as much as a 14% error in the rate.

With relative permittivity 16 and a total of 5.5 V, the depletion width is $W=\sqrt{2\varepsilon V/qN}=9.86$ µm and the capacitance is 14.36 pF. The peak signal is

$$14.36\ \mathrm{pF}\times\frac{0.01}{2}\times0.697=0.050\ \mathrm{pF}=50\ \mathrm{fF}.$$

### What a real diode changes

**Partly active layer.** Near the depletion edge, the trap level stays below the Fermi level even under reverse bias, and those traps never empty. The band bending at a distance $\lambda$ inside the edge is $q^2N\lambda^2/2\varepsilon$. Setting it equal to $E-kT\ln(N_c/N)$, the height of the Fermi level above the trap in the neutral region, gives

$$\frac{\lambda}{W}=\sqrt{\frac{E-kT\ln(N_c/N)}{qV}}=0.144 .$$

For a pulse to zero bias, the layer shrinks to $\sqrt{0.5/5.5}=0.302$ of $W$, and traps shallower than $0.302-0.144=0.158$ of $W$ are not filled. Traps just beyond this limit take milliseconds to fill. For a pulse that long, the active zone runs from 0.158 to 0.856 of $W$; a pulse of 10 µs gives a signal about 3% smaller. The voltage integral weights charge by $x$, so the signal is multiplied by $0.856^2-0.158^2=0.708$ and drops to 35 fF. On warming, $\lambda$ shrinks and the active zone gains weight. With sharp zone limits this alone would move the peak up by 0.10 K. Recapture near the deeper limit, where capture is as fast as emission, speeds the relaxation there and pushes the peak down by a similar amount. The net shift is therefore smaller than about 0.1 K, and the sharp-limit estimate does not fix its sign.

**Tunnelling.** The largest field is $2V/W=11$ kV/cm, well below a rough breakdown field of 100 kV/cm. It can still help an electron that has been thermally raised to an energy $u\,kT$ below the band edge to tunnel out. Compared with full thermal emission, such an electron gains a Boltzmann factor $\mathrm{e}^{u}$ and pays the semiclassical penalty of a triangular barrier. A one-dimensional estimate for a short-range well, which assumes equal weight for each interval of $u$, is

$$\frac{e(F)}{e(0)}=1+\int_0^{E/kT}\mathrm{e}^{\,u-Ku^{3/2}}du,\qquad K=\frac{4\sqrt{2m}\,(kT)^{3/2}}{3\hbar qF},$$

with $m$ the mass along the field, here taken along a cube axis, where it is 0.117 electron masses. At the largest field $K=3.1$ and the factor is 1.60. The field falls linearly to zero at the depletion edge, so the diode contains a spread of rates and its transient is no longer a single exponential. Summing the signal over the active zone, with sharp limits and no recapture, moves the peak by $-1.6$ K relative to the ideal model. At that temperature the zero-field rate is about 202 per second. In this estimate, assigning 256 per second to the peak would overestimate the zero-field rate by about 26%. Including recapture near the zone limits makes the shift $-1.7$ to $-1.8$ K, depending on the pulse length, and the overestimate 27 to 29%.

These numbers are not reliable at so low a field. About two thirds of the integral comes from $Ku^{3/2}<1$, where the semiclassical penalty does not hold. One can instead couple the trap equally to all band states and average thermally the exact density of those states at the trap in a uniform field. The factor is then $\mathrm{e}^{4/(27K^2)}$, which is 1.016 at the largest field, and the field moves the peak by only about $-0.02$ K. Coupling to lattice vibrations, not sized here, can raise this factor. The size of the field correction thus depends strongly on the model of the trap, and it is best found by repeating the scan at several biases.

**Prefactor.** Averaging the speed over the anisotropic valleys raises $v$ by a factor 1.32 and lowers the peak temperature by about 2 K. A level-degeneracy factor that doubled $e$ would lower it by 4.8 K. Neither changes $e^*$; each changes the temperature at which the trap reaches it.

**Smaller effects.** The level lies 0.45 eV above the valence band for a gap of 0.70 eV. Even with a hole cross-section 100 times the electron one, and equal speeds and band densities, hole emission is $2\times10^{-5}$ of electron emission. About $10^{-4}$ of shallow donors 10 meV deep are neutral. In neutral material the traps fill with a time constant $1/(\sigma vN)=0.61$ µs, so a pulse of many microseconds fills them there.

**Comparison with real traps.** The trap parameters are round values in the rough range of electron traps produced by irradiation in germanium; they do not identify a particular defect. The doping is low compared with many device layers. At fixed voltage the largest field grows as $\sqrt N$, so in this model heavier doping strengthens the tunnelling correction. Whether the field-dependent rate is the largest departure from the ideal model depends on the tunnelling model: it is in the semiclassical estimate, but not with the exact band states.

## Variation 1: other gate times

*What happens to the peak if both gate times are doubled, or if the gates are moved close together or far apart?*

Doubling both times leaves $r$ unchanged. The height $S^*$ stays the same and $e^*$ halves, to about 128 per second. In the ideal diode the peak then moves down by 4.8 K. This equals the shift from doubling the prefactor, since both require the original $e(T)$ to be half of 256 per second. Repeating the scan with several gate pairs gives pairs of rate and temperature. In the ideal diode, a plot of $\ln(e/T^2)$ against $1/kT$ is then a straight line of slope $-E$. Field-dependent emission can bias this result. With the semiclassical tunnelling estimate above, the apparent depth is about 0.246 eV instead of 0.250 eV. With the exact band states it is 0.2494 eV, close to the 0.2495 eV that the partly active layer with sharp limits gives by itself.

Now hold $t_1$ fixed and let $t_2=t_1(1+\delta)$ with $\delta\ll1$. Then

$$e^*=\frac{\ln(1+\delta)}{\delta\,t_1}\to\frac1{t_1},\qquad S^*\simeq\frac{\delta}{\mathrm{e}} .$$

The peak rate stays finite, but the signal vanishes in proportion to the gate spacing. In the opposite limit, $r\gg1$, we find $e^*\simeq\ln r/t_2$ and $S^*\to1$. Nearly the whole transient is captured, at the cost of a longer wait.

## Variation 2: wide gates and less dilute traps

*How far does the peak rate move if each gate averages over a width $w=0.2$ ms, centred on its nominal time? How far if $N_T/N=0.01$ is not treated as negligible?*

Averaging $\mathrm{e}^{-et}$ over a centred gate multiplies it by $\sinh(ew/2)/(ew/2)\simeq1+e^2w^2/24$. This factor is the same for both gates, so the logarithm of the signal becomes $\ln S+e^2w^2/24$. Its slope must vanish at $e^*+\Delta$. Near the peak $S'/S\simeq(S''/S^*)\Delta=-t_1t_2\Delta$, so

$$-t_1t_2\,\Delta+\frac{e^*w^2}{12}=0,\qquad
\Delta=\frac{e^*w^2}{12\,t_1t_2}=+0.085\ \mathrm{s^{-1}}.$$

For the trap density, put $\eta=N_T/N$ and keep the next term of the square root, $\sqrt{1-y}\simeq1-y/2-y^2/8$ with $y=\eta\,\mathrm{e}^{-et}$. After division by $\eta/2$ the signal is

$$S+\frac{\eta}{4}\left(\mathrm{e}^{-2et_1}-\mathrm{e}^{-2et_2}\right).$$

At $e^*$, using $t_2\mathrm{e}^{-e^*t_2}=t_1\mathrm{e}^{-e^*t_1}$, the slope of the added term is $-\frac{\eta}{2}t_1\mathrm{e}^{-e^*t_1}S^*$. Balancing it against $S''\Delta$ gives

$$\Delta=-\frac{\eta\,S^*}{2(t_2-t_1)}\simeq-0.39\ \mathrm{s^{-1}}.$$

Direct searches for the maximum, without these expansions, give $+0.085$ and $-0.389$ per second. Both shifts are below 0.2% of $e^*$, so the value of about 256 per second stands for these gates and this trap density.

## Values computed for the example and the checks

```
sampling times: 1 and 10 ms
peak rate, formula: 255.84 1/s
peak rate, integrated rate equation: 255.84 1/s
time constant at peak: 3.909 ms
remaining fraction at t1: 0.7743
remaining fraction at t2: 0.0774
peak normalised signal: 0.6968
curvature at peak: -6.968e-06 s^2
normalised signal at 100 1/s: 0.5370
normalised signal at 200 1/s: 0.6834
normalised signal at 300 1/s: 0.6910
normalised signal at 600 1/s: 0.5463
Ge masses, long and trans: 1.60, 0.08 m0
Ge valley density mass: 0.2172 m0; valleys: 4
Ge relative permittivity: 16; gap: 0.70 eV
trap depth: 0.25 eV
electron cross-section: 1.0e-15 cm^2
net doping: 1.0e+14 cm^-3
trap density: 1.0e+12 cm^-3
reverse bias: 5.0 V; built-in: 0.5 V
diode area: 1.0 mm^2
peak temperature: 150.64 K
thermal energy at peak: 12.981 meV
thermal speed at peak: 1.636e+07 cm/s
band density at peak: 3.614e+18 cm^-3
emission rate at that temperature: 255.84 1/s
relative rate slope: 14.11 % per K
depletion width: 9.86 um
largest field: 11.15 kV/cm
rough breakdown field: 100 kV/cm
reverse-bias capacitance: 14.36 pF
ideal peak signal: 50.0 fF
active zone: 0.158 to 0.856 widths
edge-zone amplitude factor: 0.708
edge-corrected signal: 35.4 fF
finite trap density, rate shift: -0.389 1/s
gate width: 0.2 ms
finite gate, rate shift: +0.085 1/s
edge zone, peak shift: +0.099 K
tunnelling rate factor at largest field: 1.60
edge and tunnelling, peak shift: -1.64 K
zero-field rate at shifted peak: 202.4 1/s
anisotropic mean-speed factor: 1.321
anisotropic speed, peak shift: -1.95 K
degeneracy factor two, peak shift: -4.76 K
assumed hole/electron cross-section ratio: 100
hole/electron emission ratio: 2.0e-05
shallow donor depth: 10 meV
neutral donor fraction: 1.2e-04
trap filling time: 0.611 us
```
